# Seniority-zero states: reduced density matrices, DOCI energy and DQG conditions

## Problem

Let $N$ electron pairs occupy $M$ real, orthonormal spatial orbitals. A seniority-zero state is a normalized combination

$$|\Psi\rangle=\sum_I c_I|I\rangle ,\qquad c_I\ \text{real},$$

of determinants in which each spatial orbital is either empty or doubly occupied. Minimizing the energy over the $c_I$ is doubly occupied configuration interaction, DOCI. The Hamiltonian is

$$H=E_{\rm nuc}+\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

Write $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ij)$, so that $K_{ii}=J_{ii}$.

1. Which elements of the one- and two-particle reduced density matrices (1-RDM and 2-RDM) can be nonzero?
2. What is the energy in terms of these elements?
3. The D, Q and G conditions require the Gram matrices of the vectors $a_qa_p|\Psi\rangle$, $a^\dagger_pa^\dagger_q|\Psi\rangle$ and $a^\dagger_pa_q|\Psi\rangle$ to be positive semidefinite ($\succeq0$). What do they become here, and do they suffice?
4. A regular H$_6$ ring of side 2.0 bohr in the STO-3G basis is divided into three neighbouring dimers, each with a bonding orbital $g$ and an antibonding orbital $u$, taken as the normalized sum and difference of the dimer's two 1s functions after all six have been symmetrically orthogonalized with $S^{-1/2}$, where $S$ is their overlap matrix. How much does DOCI lower the energy of the determinant $g_1^2g_2^2g_3^2$?

The integrals, in hartree, are $h_{gg}=-2.29195$, $h_{uu}=-1.77134$, $J_{gg}=0.65493$, $J_{uu}=0.68919$, and, for different orbitals:

| orbitals | number of pairs | $J$ | $K$ |
|---|---:|---:|---:|
| $g_1u_1$ | 3 | 0.65274 | 0.21710 |
| $g_1g_2$ | 3 | 0.30258 | 0.00253 |
| $g_1u_2$ | 6 | 0.30428 | 0.00237 |
| $u_1u_2$ | 3 | 0.30927 | 0.00317 |

Each row represents all orbital pairs equivalent to it by symmetry.

## First estimate by scaling

The table shows that $K$ within a dimer is about 70 to 90 times larger than $K$ between dimers. As a first model, let one pair move between $g$ and $u$ while the other two dimers stay in $g^2$.

The coupling between $g^2$ and $u^2$ is $(ug|ug)=K_{gu}\equiv K$. The promotion cost $\Delta$ has three parts: the one-electron energy of two electrons, the change in repulsion inside the pair, and the change in interaction with two neighbouring pairs. Two closed-shell pairs in orbitals $i\ne j$ interact through four direct terms and two same-spin exchange terms, which gives $4J_{ij}-2K_{ij}$. This is 1.2053 hartree for $g_1g_2$ and 1.2124 hartree for $g_1u_2$. Hence

$$\Delta=2(0.52061)+0.03427+2(0.0071)=1.0897\ \text{hartree}.$$

Take the pair state $\cos\theta\,|g^2\rangle-\sin\theta\,|u^2\rangle$. The minus sign makes the coupling lower the energy, since $K>0$. Relative to $g^2$ its energy is

$$e(\theta)=\Delta\sin^2\theta-K\sin2\theta\simeq\Delta\theta^2-2K\theta .$$

The quadratic form is smallest at $\theta=K/\Delta$, where $e=-K^2/\Delta$. The mixing amplitude therefore scales as $K/\Delta$, the population of $u$ as $(K/\Delta)^2$, and the energy of independent dimers in proportion to their number. Numerically,

$$\frac K\Delta=0.199,\qquad \left(\frac K\Delta\right)^2=0.040,\qquad -3\frac{K^2}{\Delta}=-0.130\ \text{hartree}.$$

The estimate requires $K\ll\Delta$.

## Exact solution

### Density matrices

Define

$$P_i^\dagger=a^\dagger_{i\alpha}a^\dagger_{i\beta},\qquad P_i=a_{i\beta}a_{i\alpha},\qquad N_i=a^\dagger_{i\alpha}a_{i\alpha}a^\dagger_{i\beta}a_{i\beta}.$$

On $|\Psi\rangle$, each spin number operator of orbital $i$ acts as $N_i$, whose eigenvalues are 0 and 1.

Each orbital holds an even number of electrons in every $|I\rangle$. An operator that changes the parity of any orbital therefore has zero expectation value. For $i\ne j$, $a^\dagger_{i\sigma}a_{j\tau}$ changes two parities. For $i=j$ and $\sigma\ne\tau$, the electron to be created is already present if the orbital was full, and there is nothing to remove if it was empty. What remains is

$$\langle a^\dagger_{i\sigma}a_{j\tau}\rangle=\delta_{ij}\delta_{\sigma\tau}n_i,\qquad n_i=\langle N_i\rangle .$$

The total electron occupation of orbital $i$ is $2n_i$.

In the 2-RDM element $\langle a^\dagger_pa^\dagger_qa_sa_r\rangle$, the two removals can occur in two ways.

- **Both from one orbital $j$.** All parities are still even, so both electrons must be created in one orbital $i$. This gives the pair-transfer block
$$\Pi_{ij}=\langle P_i^\dagger P_j\rangle,\qquad \Pi_{ii}=n_i .$$
- **One from each of $i\ne j$.** Both orbitals now have odd parity, so each must receive one electron. The spin left behind blocks its own spin orbital, so the removed spins must return. For every choice of the two spins this gives the pair-pair number correlation
$$D_{ij}=\langle N_iN_j\rangle .$$

Apart from elements related by antisymmetry, these are the only ones that can be nonzero. Since $\sum_iN_i=N$ on the state and $N_i^2=N_i$,

$$\sum_in_i=N,\qquad \sum_{j\ne i}D_{ij}=\langle N_i(N-N_i)\rangle=(N-1)n_i .$$

### Energy

The one-electron term is $2\sum_ih_{ii}n_i$, the factor 2 coming from spin. The two-electron term has three contributions.

- Pair transfer has $p=r=i$, $q=s=j$ and opposite spins. The two spin orders are equal, because reversing both operator pairs gives $(-1)^2$. The result is $\tfrac12\cdot2\,\Pi_{ij}K_{ij}$, including $i=j$.
- The direct term has $p=q=i$, $r=s=j\ne i$. Four spin choices give $\tfrac12\cdot4\,J_{ij}D_{ij}$.
- The exchange term has $p=s=i$, $q=r=j\ne i$. It needs equal spins, and $a^\dagger_{i\sigma}a^\dagger_{j\sigma}a_{i\sigma}a_{j\sigma}=-a^\dagger_{i\sigma}a^\dagger_{j\sigma}a_{j\sigma}a_{i\sigma}$. Two spins give $-\tfrac12\cdot2\,K_{ij}D_{ij}$.

Therefore

$$\boxed{E=E_{\rm nuc}+2\sum_ih_{ii}n_i+\sum_{ij}\Pi_{ij}K_{ij}+\sum_{i\ne j}D_{ij}(2J_{ij}-K_{ij})}$$

### Reduced DQG conditions

**D.** The vectors $P_j|\Psi\rangle$ have Gram matrix $\Pi$. The vectors $a_{j\tau}a_{i\sigma}|\Psi\rangle$ with $i<j$ leave different singly occupied spin orbitals, so they are mutually orthogonal, and their squared norm is $D_{ij}$. Thus

$$\Pi\succeq0,\qquad D_{ij}\ge0 .$$

**Q.** For $i\ne j$, $P_iP_j^\dagger=P_j^\dagger P_i$, while on $|\Psi\rangle$ the diagonal product $P_iP_i^\dagger$ acts as $1-N_i$. The diagonal entry is thus $1-n_i=\Pi_{ii}+1-2n_i$. Adding one electron to each of two orbitals requires both to be empty, with probability $\langle(1-N_i)(1-N_j)\rangle$. Thus

$$\Pi+\mathrm{diag}(1-2n_i)\succeq0,\qquad 1-n_i-n_j+D_{ij}\ge0 .$$

**G.** Within one orbital, $a^\dagger_{i\alpha}a_{i\alpha}|\Psi\rangle=a^\dagger_{i\beta}a_{i\beta}|\Psi\rangle=N_i|\Psi\rangle$, and spin flips give zero. The condition is $\mathcal N\succeq0$, where $\mathcal N_{ii}=n_i$ and $\mathcal N_{ij}=D_{ij}$ for $i\neq j$.

For $i\ne j$, the vectors $a^\dagger_{i\alpha}a_{j\alpha}|\Psi\rangle$ and $a^\dagger_{j\beta}a_{i\beta}|\Psi\rangle$ both contain one $\alpha$ electron in $i$ and one $\beta$ electron in $j$. Their squared norms are $\langle N_j(1-N_i)\rangle=n_j-D_{ij}$ and $n_i-D_{ij}$. Their overlap is

$$\langle a^\dagger_{j\alpha}a_{i\alpha}a^\dagger_{j\beta}a_{i\beta}\rangle=-\langle a^\dagger_{j\alpha}a^\dagger_{j\beta}a_{i\alpha}a_{i\beta}\rangle=\langle P_j^\dagger P_i\rangle=\Pi_{ij}.$$

The other spin choices give the same block, up to the order of its entries and the sign of $\Pi_{ij}$, neither of which changes its eigenvalues. Thus

$$\mathcal N\succeq0,\qquad
\begin{pmatrix}n_j-D_{ij}&\Pi_{ij}\\ \Pi_{ij}&n_i-D_{ij}\end{pmatrix}\succeq0 .$$

The second condition means $D_{ij}\le n_i,n_j$ and $\Pi_{ij}^2\le(n_i-D_{ij})(n_j-D_{ij})$. All D, Q and G vectors are now accounted for, so for RDMs of this form the small conditions are equivalent to the full ones.

They are necessary but not sufficient. Take $M=6$, $N=3$, all $n_i=\tfrac12$ and $\Pi=\tfrac12I$, where $I$ is the unit matrix. Divide the orbitals into two groups of three, with $D=0.15$ within a group and $0.7/3$ between groups. The sum rule holds, as $2(0.15)+0.7=1$. The eigenvalues of $\mathcal N$ are 1.5, 0.1 and 0.35, and the other conditions follow by substitution. Yet for one group $i,j,k$,

$$\langle N_iN_jN_k+(1-N_i)(1-N_j)(1-N_k)\rangle=1-\sum n+\sum D=1-1.5+0.45=-0.05,$$

where the triple products have cancelled. The operator has eigenvalues 0 and 1, so no state has these RDMs. Minimizing an energy under DQG alone can consequently fall below the DOCI minimum. For example, the number of within-group coincidences is $6(0.15)=0.9$ here, whereas three pairs in two groups always have at least one.

### DOCI for the ring

Diagonalizing $H$ among the 20 pair configurations gives $n_g=0.96453$, $n_u=0.03547$ and:

| orbitals | $D$ | $\Pi$ |
|---|---:|---:|
| $g_1u_1$ | 0.00000 | −0.18496 |
| $g_1g_2$ | 0.93031 | 0.00023 |
| $g_1u_2$ | 0.03422 | −0.00061 |
| $u_1u_2$ | 0.00125 | 0.00023 |

The one-electron energy is $6(n_gh_{gg}+n_uh_{uu})=-13.6409$ hartree, and the same-orbital repulsion is $3(n_gJ_{gg}+n_uJ_{uu})=1.9684$ hartree. Transfer between different orbitals is dominated by $2\cdot3(-0.18496)(0.21710)=-0.2409$ hartree. The number term is

$$2[3(0.93031)(0.60264)+6(0.03422)(0.60619)+3(0.00125)(0.61536)]=3.6174\ \text{hartree}.$$

With $E_{\rm nuc}=5.4821$ hartree,

$$E=5.4821-13.6409+1.9684-0.2409+3.6174=-2.8139\ \text{hartree}.$$

The determinant has energy $-2.6890$ hartree, so DOCI lowers it by 0.1249 hartree.

## Comparison

The scaling estimate, 0.130 hartree, exceeds the DOCI lowering by about 4%. It also gives $n_u\simeq0.040$ against 0.035, and $|\Pi_{gu}|\simeq0.199$ against 0.185. Most of the discrepancy comes from the small-angle expansion. Without it,

$$e(\theta)=\frac\Delta2-\left(\frac\Delta2\cos2\theta+K\sin2\theta\right),\qquad
e_{\min}=\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+K^2}=-0.0417\ \text{hartree},$$

or $-0.1250$ hartree for three dimers. As $\Delta\to0$ this two-level energy tends to $-K$, whereas $-K^2/\Delta$ diverges.

The same model explains why a G condition is nearly saturated. In the two-level state of a single dimer, $D_{gu}=0$ and $|\Pi_{gu}|=\sin\theta\cos\theta=\sqrt{n_gn_u}$, which is the G bound. The DOCI state is close to a product of three such states. Only about $2\times10^{-6}$ of its weight lies outside the eight configurations with one pair per dimer, and the computed ratio to the bound is 0.999999. Confinement alone does not make the ratio exactly 1. Within those eight configurations it is still 0.999999, because the number terms between dimers are not exactly additive and couple the dimers weakly.

Agreement with DOCI is not agreement with the exact energy in this basis. Full CI gives $-3.2290$ hartree, so dimer-orbital DOCI is too high by 0.415 hartree (11.3 eV). It even lies 0.327 hartree above the single restricted Hartree–Fock determinant, $-3.1407$ hartree. All these energies belong to the minimal basis and are not converged values for the molecule: full CI in 6-31G gives $-3.319$ hartree and CCSD(T) in cc-pVDZ gives $-3.382$ hartree, lower by 0.09 and 0.15 hartree. In these orbitals the full CI state has only 37% of its weight at seniority zero, and its 1-RDM has off-diagonal elements up to 0.234, which DOCI sets to zero.

Seniority depends on the orbitals. Take symmetry-adapted ring orbitals whose coefficients on the orthogonalized 1s functions are $\cos k\phi$ and $\sin k\phi$, with $\phi$ the angular position of each atom measured from one of the atoms. This choice of origin must be stated, because DOCI is not invariant under rotations within the degenerate cosine and sine pairs. In these orbitals DOCI gives $-3.1819$ hartree, an error of 0.047 hartree (1.28 eV) relative to full CI. There the full CI 1-RDM is diagonal to the printed precision, although 3.5% of the weight lies outside seniority zero. A diagonal 1-RDM therefore does not imply a seniority-zero state.

The numerical check compares the RDM structure, the energy formula and the complete D, Q and G spectra with explicit Fock-space and full CI calculations, for DOCI ground states and random seniority-zero states.

## Computed values

```
H6 ring, STO-3G
side length: 2.0 bohr
spatial orbitals, pairs, pair configurations: 6 3 20
nuclear repulsion: 5.482051 hartree
full CI energy: -3.228990 hartree
dimer orbitals, reference determinant: -2.688996 hartree
dimer orbitals, DOCI energy: -2.813940 hartree
dimer orbitals, DOCI minus full CI: 0.415050 hartree
dimer orbitals, same difference: 11.2941 eV
dimer orbitals, seniority-zero weight of full CI: 0.373454
dimer orbitals, largest off-diagonal full CI 1-RDM: 0.234299
ring orbitals, reference determinant: -3.140717 hartree
ring orbitals, DOCI energy: -3.181917 hartree
ring orbitals, DOCI minus full CI: 0.047073 hartree
ring orbitals, same difference: 1.2809 eV
ring orbitals, seniority-zero weight of full CI: 0.964722
ring orbitals, largest off-diagonal full CI 1-RDM: 0.000000
dimer-orbital DOCI: g bonding, u antibonding
g: n=0.964531; h=-2.291947, J=0.654926 hartree
u: n=0.035469; h=-1.771338, J=0.689192 hartree
class, number of unordered pairs, D, Pi; J, K in hartree
g1-u1 3 0.000001 -0.184959; 0.652736 0.217099
g1-g2 3 0.930310 0.000228; 0.302584 0.002526
g1-u2 6 0.034221 -0.000614; 0.304281 0.002369
u1-u2 3 0.001247 0.000228; 0.309266 0.003172
energy part, one-body: -13.640892 hartree
energy part, same-orbital repulsion: 1.968425 hartree
energy part, pair transfer i!=j: -0.240936 hartree
energy part, pair-number i!=j: 3.617413 hartree
energy rebuilt from classes: -2.813940 hartree
G upper bound on |Pi(g1,u1)|: 0.184959
|Pi(g1,u1)| divided by G bound: 0.999999
minimum of each condition: H6 DOCI, counterexample
D: min eig Pi: 0.000000, 0.500000
D: min D_ij: 0.000001, 0.150000
Q: min eig Pi+diag(1-2n): 0.000000, 0.500000
Q: min 1-n_i-n_j+D_ij: 0.000001, 0.150000
G: min eig number matrix: 0.000001, 0.100000
G: min eig 2x2 blocks: 0.000000, 0.266667
counterexample D within groups: 0.150000
counterexample D between groups: 0.233333
counterexample three-index expectation: -0.050000
counterexample within-group pair count: 0.900000
exact minimum within-group pair count: 1.000000
```
